# Convergence of scalar edge-placement correction with a mask error factor, part 2

A mask grating of period $p$ has clear spaces with edges at $\pm h$. They print with edges at $\pm x(h)$; the target is $\pm x_t$. Mask lengths are divided by the lens reduction ratio. Lengths are in bohr in the algebra and in angstrom in the example. The error $e=x-x_t$ is corrected with a fixed real gain $g$:

$$h_{k+1}=h_k-g\,e_k,\qquad e_k=e(h_k),\qquad k=0,1,2,\dots \tag{1}$$

At the solution $h^*$, $x(h^*)=x_t$. The displacement is $u=h-h^*$, and $M,B,C$ are the first three derivatives of $x(h)$ at $h^*$. Lemma 1 writes one correction as $f(u)=u-g\,[x(h^*+u)-x_t]$.

**Theorem.** (a) For constant $M$, a nonzero error tends to zero if and only if $0<gM<2$. (b) For a curved response, $0<gM<2$ gives local convergence; $gM<0$ or $gM>2$ excludes it. (c) At $gM=2$, $s>0$ gives slow local convergence and $s<0$ none, where

$$s=\frac{B^2}{M^2}-\frac{C}{3M}. \tag{2}$$

For constant $M$, reaching $|e_k|\le\tau$ requires, with $\lambda=1-gM$ in this formula only,

$$k\ \ge\ \frac{\ln(\tau/|e_0|)}{\ln|\lambda|}. \tag{4}$$

If $|1-gx'|\le\kappa<1$ for displacements up to $r$,

$$|u_k|\le\kappa^k|u_0| \quad\text{for}\quad |u_0|\le r. \tag{6}$$

At $gM=2$,

$$f(f(u))=u-2s\,u^3+o(u^3), \tag{7}$$

and, for $s>0$,

$$u_k^2\approx\frac{u_0^2}{1+2s\,k\,u_0^2}. \tag{8}$$

**Imaging model.** The mask is thin, the illumination is one coherent on-axis plane wave, the lens is in focus and aberration-free, and the field is scalar. A space prints where the intensity, relative to a large clear area, exceeds $t$. Order $n$ has direction sine $n\lambda/p$ ($\lambda$ is the wavelength) and passes if this is below the numerical aperture. With $q=2\pi/p$, $c_0=2h/p$ and $c_1=\sin(qh)/\pi$, orders $0,\pm1$ give the field at wafer position $X$:

$$a(X)=\frac{2h}{p}+\frac2\pi\sin(qh)\cos(qX). \tag{9}$$

The printed edge satisfies $a(x)=\sqrt t$. With $\theta=qh$ and $\varphi=qx$,

$$\theta+2\sin\theta\cos\varphi=\pi\sqrt t, \tag{10}$$

$$M=\frac{1+2\cos\theta\cos\varphi}{2\sin\theta\sin\varphi}. \tag{11}$$

**Limiting cases.** For equal lines and spaces printed at their mask size, $\theta=\varphi=\pi/2$, equation (10) requires $t=1/4$, and (11) gives $M=1/2$. For sufficiently small starting errors, and with the two edges of every space constrained to move symmetrically, the gain may then be anything between 0 and 4. Without that constraint the range is smaller. A rigid shift of the whole grating shifts the image by the same amount, so this mode has factor 1, and if each edge is corrected from its own error it grows for any gain above 2. The symmetric range also holds only for small starting errors. For larger ones the usable range can be narrower, because the response is curved. When the printed space is about to disappear, $\varphi\to0$. The numerator tends to $1+2\cos\theta$, which is positive for $\theta<2\pi/3$, while the denominator tends to zero. $M$ then grows without limit, and the permitted gain $2/M$ tends to zero.

### Lemma 5: the curvature of the response

Let $G(\theta)=\cos\varphi$, and let primes denote derivatives with respect to $\theta$. Then $\varphi'=M$, and

$$\begin{aligned}
G'&=-M\sin\varphi,\\
G''&=G-2G'\cot\theta,\\
G'''&=3G'+(G-3G'')\cot\theta,
\end{aligned}$$

$$\begin{aligned}
\varphi''&=-\frac{G''+M^2\cos\varphi}{\sin\varphi},\\
\varphi'''&=M^3-\frac{3M\varphi''\cos\varphi+G'''}{\sin\varphi}.
\end{aligned}$$

The derivatives of the printed edge are $B=q\varphi''$ and $C=q^2\varphi'''$.

**Proof.** Equation (10) reads $2G\sin\theta=\pi\sqrt t-\theta$. Its second derivative is

$$2G''\sin\theta+4G'\cos\theta-2G\sin\theta=0 .$$

Division by $2\sin\theta$ gives $G''$. Dividing by 2 and differentiating once more gives

$$G'''\sin\theta+3G''\cos\theta-3G'\sin\theta-G\cos\theta=0,$$

and division by $\sin\theta$ gives $G'''$. Differentiating $G=\cos\varphi$ three times gives

$$\begin{aligned}
G'&=-\varphi'\sin\varphi,\\
G''&=-\varphi'^2\cos\varphi-\varphi''\sin\varphi,\\
G'''&=\varphi'^3\sin\varphi-3\varphi'\varphi''\cos\varphi-\varphi'''\sin\varphi .
\end{aligned}$$

Solving the last two lines for $\varphi''$ and $\varphi'''$ gives the stated results. Since $x=\varphi/q$ and $h=\theta/q$, each derivative with respect to $h$ brings a factor $q$, which gives $B$ and $C$. $\square$

### Worked example: solution and mask error factor

The model parameters are a photon energy of 6.4 eV, a numerical aperture of 0.9, a period of 3000 Å, a target half-width of 300 Å and a threshold $t=0.27$. The wavelength is 1937.3 Å. The first and second orders would need direction sines of 0.6458 and 1.2915. The aperture lies between them, so (9) applies.

With the uncorrected mask, $h_0=300$ Å, the printed half-width is 261.1 Å and the error is $-38.9$ Å. The solution is

$$h^*=311.02\ \text{Å}=587.75\ \text{bohr}.$$

At this solution $\theta=2\pi(311.022)/3000=0.65140$ and $\varphi=2\pi(300)/3000=0.62832$. Equation (11) gives

$$M=\frac{1+2(0.79523)(0.80902)}{2(0.60630)(0.58779)}=\frac{2.2867}{0.7128}=3.208 .$$

A finite difference of the printed edge, with the diffraction amplitudes obtained by numerical integration, agrees to the five decimals printed. Local convergence is assured for positive gains below $2/M=0.623$, and the gain that removes a small error in one step, to first order, is $1/M=0.312$.

The dark region does not print. At $X=p/2$ the field is $0.20735-0.38598=-0.1786$, with intensity 0.032, well below the threshold.

The response is noticeably curved over the required correction. Lemma 5 gives $\varphi''=-23.96$ and $\varphi'''=396.8$. With $q=0.0020944$ Å$^{-1}$,

$$B=-0.05018\ \text{Å}^{-1},\qquad C=0.001740\ \text{Å}^{-2}.$$

The initial displacement is $u_0=-11.02$ Å. The linear, quadratic and cubic terms of the error are $-35.36$, $-3.05$ and $-0.39$ Å. Their sum, $-38.80$ Å, is close to the actual $-38.87$ Å.

### Worked example: five gains

Each run starts from the uncorrected mask. A run counts as settled when the error stays below 0.1 Å in magnitude.

| $g$ | $gM$ | Outcome | Corrections | Equation (4) |
|---|---:|---|---:|---:|
| 0.30 | 0.962 | settles | 2 | 2 |
| 0.50 | 1.604 | settles | 12 | 12 |
| 0.60 | 1.925 | settles | 76 | 77 |
| 0.63 | 2.021 | does not settle | – | – |
| 1.00 | 3.208 | space lost | – | – |

For $g=0.50$, equation (4) gives $\ln(0.1/38.873)/\ln(0.6041)=11.8$, hence 12 corrections. The successive errors are $-38.87$, $25.38$, $-14.19$, $8.86$ and $-5.23$ Å. Their ratios are $-0.653$, $-0.559$, $-0.624$ and $-0.590$, scattered about the local value $1-gM=-0.604$.

The scatter follows from the curvature. The change of error in one correction is the mean slope $\bar x'$ between the two mask positions times the mask movement $-ge_k$. Therefore

$$\frac{e_{k+1}}{e_k}=1-g\,\bar x',\qquad \bar x'\approx M+\frac B2(u_k+u_{k+1})$$

to first order in the displacements. The first two mask positions have $u_0=-11.02$ Å and $u_1=-11.02+0.5(38.87)=8.41$ Å. Their sum is negative, and $B<0$ makes the mean slope larger than $M$. For the next pair, $u_2=8.415-0.5(25.375)=-4.27$ Å; the sum is positive and the mean slope is smaller. The first-order formula gives ratios of $-0.637$ and $-0.552$, against the actual $-0.653$ and $-0.559$. The next term of the mean slope, $\frac C6(u_k^2+u_ku_{k+1}+u_{k+1}^2)$, brings them to $-0.651$ and $-0.560$.

The contraction bound (6) can be given a definite range. For $g=0.50$ and displacements up to 5 Å, the largest sampled magnitude of $1-gx'$ is 0.742. In runs started at both ends of this range, the displacement shrank at least this fast at every step.

At $g=1$ the first correction changes the mask half-width to $300+38.87=338.87$ Å, and the error becomes $+74.41$ Å. The second changes it to $338.87-74.41=264.46$ Å. At the centre of the space, equation (9) then gives a field of $0.1763+0.3349=0.5112$, below $\sqrt t=0.5196$. No space prints, and the edge error is no longer defined. Moving the mask by the full observed error is therefore too strong a correction for this feature.

### Lemma 6: the cycle just above the limit

Let $gM=2+\varepsilon$ with small $\varepsilon>0$, and let $s>0$. To leading order, the correction has a two-step cycle with displacements $\pm\sqrt{\varepsilon/s}$.

**Proof.** The linear coefficient of one correction is now $1-gM=-(1+\varepsilon)$, so the correction map of Lemma 1 is $f(u)=-(1+\varepsilon)u+au^2+bu^3+\dots$, with the constants $a=-gB/2$ and $b=-gC/6$ (this $a$ is not the image field). Inserting $f$ into itself gives the linear term $(1+\varepsilon)^2u$. The quadratic term is

$$-(1+\varepsilon)au^2+a(1+\varepsilon)^2u^2=a\varepsilon(1+\varepsilon)u^2 .$$

The cubic coefficient differs from its value $-2s$ at the endpoint by terms of order $\varepsilon$. A cycle requires $f(f(u))=u$. For $u$ of order $\sqrt\varepsilon$, the leading terms are of order $\varepsilon^{3/2}$ and give $2\varepsilon u-2su^3=0$, while the quadratic term is of order $\varepsilon^2$. Besides $u=0$, the solutions are $u^2=\varepsilon/s$. One correction takes $u$ to $-u$ at leading order, so the two solutions form one cycle. $\square$

In the example,

$$s=\frac{(0.05018)^2}{(3.2083)^2}-\frac{0.0017405}{3(3.2083)}=6.38\times10^{-5}\ \text{Å}^{-2}.$$

For $g=0.63$, $\varepsilon=0.0212$, and the predicted displacement is $\sqrt{0.0212/(6.38\times10^{-5})}=18.2$ Å. A run started very near $h^*$ moves away from it and settles into a cycle between mask half-widths of 295.26 and 331.99 Å. Half their separation is 18.4 Å. The cycle is not centred on $h^*$: the displacements are $-15.8$ and $+21.0$ Å. The offset of the centre is a higher-order effect of the quadratic term. Since $f(u)+u\approx au^2$, the centre lies near $a\varepsilon/(2s)=2.6$ Å, with $a=-gB/2=0.0158$ Å$^{-1}$.

The errors in the cycle follow from the correction rule. The mask moves by $-ge$ in one step and returns in the next, so the two errors are equal and opposite. Their magnitude is $(331.99-295.26)/0.63=58.3$ Å. A bounded sequence of mask positions is thus compatible with an error larger than the 38.9 Å of the uncorrected mask.

### The endpoints in numbers

At $gM=2$ the positive $s$ of the imaging example implies convergence by part (c) of the theorem. It is of little practical use. Starting from a displacement of 0.5 Å, 15670 corrections reduce it to 0.4085 Å. Equation (8) predicts

$$\frac{0.5}{\sqrt{1+2(6.381\times10^{-5})(15670)(0.5)^2}}=0.4083\ \text{Å}.$$

The sign of $s$ is a property of the response, not of $M$. Consider the dimensionless responses $x-x_t=u\mp0.1u^3$. Both have $M=1$ and $B=0$, while $C=\mp0.6$, so $s=\pm0.2$. At $gM=2$, 200 corrections take a displacement of 0.1 to a magnitude of 0.0745 for the upper sign and 0.2210 for the lower. The first displacement shrinks and the second grows, although $gM$ is the same.

The lower endpoint can also converge when the slope vanishes only at the solution. For $x-x_t=u^3$ and $g=1$, one correction is $u\to u(1-u^2)$. For $0<u<1$ the factor lies between 0 and 1, so the displacement decreases to a limit. The limit must satisfy $u=u(1-u^2)$ and is therefore zero. In the numerical run the displacement falls from 0.5 to 0.0050 in 20000 corrections. This does not contradict part (a), where $M=0$ everywhere and the edge cannot respond at all.

### Scope of the numerical values

The theorem uses the imaging model nowhere; it needs only the response $x(h)$. The value $M=3.21$, in contrast, belongs to this model. Partial coherence, focus error, mask thickness, resist diffusion and vector effects at large angles can change the response and with it the permitted gain. Not every such departure does: in focus, a source so small that each of its points still sends exactly the orders $0$ and $\pm1$ through the lens gives the same scalar image. Polarization, in contrast, matters strongly at the angle of this example. The scalar image is that of light polarized along the lines. For light polarized across them the intensity is $[c_0+2c_1\cos\alpha\cos qX]^2+[2c_1\sin\alpha\sin qX]^2$ with $\sin\alpha=0.6458$. For the same target and threshold this gives $M\approx5.7$, and unpolarized light gives $M\approx3.9$, so the gain limits fall to about 0.35 and 0.51. The relevant $M$ is the slope of the complete process at the corrected mask, with all edges moved as the correction moves them. This single number suffices only while the edges are constrained to that one pattern of motion. If edges are corrected independently, every pattern of edge motion has its own factor, and the most sensitive one limits the gain. The individual values are collected in the numerical output.

## Computed results

```
photon energy = 6.4 eV
wavelength = 1937.3 angstrom
numerical aperture = 0.9 (dimensionless)
pitch = 3000 angstrom
order-1 direction sine = 0.6458 (dimensionless)
order-2 direction sine = 1.2915 (dimensionless)
highest passed order = 1 (count)
target half-width = 300 angstrom
threshold = 0.27 of clear-field intensity
uncorrected printed half-width = 261.127 angstrom
initial edge error = -38.873 angstrom
corrected mask half-width = 311.022 angstrom
corrected mask half-width = 587.746 bohr
M, formula = 3.20830 (dimensionless)
M, finite difference = 3.20830 (dimensionless)
gain limit 2/M = 0.62338 (dimensionless)
one-step local gain 1/M = 0.31169 (dimensionless)
constant-M runs classified = 70 (count)
edge-error tolerance = 0.1 angstrom
g=0.30, gM=0.9625, 1-gM=0.0375 (dimensionless)
  outcome: settles, steps=2, constant-M steps=2
g=0.50, gM=1.6041, 1-gM=-0.6041 (dimensionless)
  outcome: settles, steps=12, constant-M steps=12
g=0.60, gM=1.9250, 1-gM=-0.9250 (dimensionless)
  outcome: settles, steps=76, constant-M steps=77
g=0.63, gM=2.0212, 1-gM=-1.0212 (dimensionless)
  outcome: does not settle in 600 evaluations
g=1.00, gM=3.2083, 1-gM=-2.2083 (dimensionless)
  outcome: space lost after 2 corrections
g=0.50, edge error 0 = -38.8731 angstrom
g=0.50, edge error 1 = 25.3752 angstrom
g=0.50, edge error 2 = -14.1902 angstrom
g=0.50, edge error 3 = 8.8616 angstrom
g=0.50, edge error 4 = -5.2262 angstrom
g=1.00, edge error 0 = -38.8731 angstrom
g=1.00, edge error 1 = 74.4099 angstrom
contraction radius tested = 5.0 angstrom
contraction bound at g=0.50 = 0.7417 (dimensionless)
cycle mask half-width, low = 295.256 angstrom
cycle mask half-width, high = 331.990 angstrom
B = -5.018132e-02 angstrom^-1
C = 1.740486e-03 angstrom^-2
s, derivatives = 6.381241e-05 angstrom^-2
s, two corrections = 6.381241e-05 angstrom^-2
endpoint start = 0.5 angstrom
endpoint corrections = 15670 (count)
endpoint final size = 0.40849 angstrom
endpoint predicted size = 0.40825 angstrom
gM=2, response u-0.1u^3: 0.1 -> 0.07450 (dimensionless)
gM=2, response u+0.1u^3: 0.1 -> 0.22100 (dimensionless)
M=0, g=1, response u^3: 0.5 -> 0.00500 (dimensionless)
```
